Permittivity from electron energy loss: normalising Kramers-Kronig inversion by the refractive index

A noise-free energy-loss spectrum is computed for a model oxide whose permittivity at 5 eV has the real part 4.98. A Kramers-Kronig inversion of that spectrum, scaled so that the zero-energy permittivity equals its static value of 20.06, returns −4.43. The real part has the wrong sign, and the film thickness comes out as 31.75 nm instead of 40 nm. The spectrum is sound and so is the integral transform. The fault is one number, the scale, and the scheme below is built around getting it right.

**The model and the measured quantity**

The dielectric is a single Lorentz oscillator,

ε(E) = 1 + Ep²/(E0² − E² − iΓE),

with E0 = 8 eV, Ep = 14 eV and Γ = 4 eV. Fields vary as exp(−iωt), E = ħω, and absorption means ε2 = Im ε > 0. A 60 keV beam crosses a free-standing film of thickness t = 40 nm at normal incidence, and electrons scattered by less than θc = 5 mrad are collected. The film is isotropic, and ε is taken not to depend on wavevector.

To relate the spectrum to ε, let an electron of charge −e move along z with speed v. I write e² for αħc, as in Gaussian units. Poisson's equation in the medium, k²εφ = 4πρ, gives

φ(r,t) = −∫ d³k/(2π)³ · 4πe exp[ik·(r − vt)]/[k² ε(k·v)].

The force on the electron is e∇φ taken at r = vt:

F_z = −∫ d³k/(2π)³ · 4πe² i k_z/(k² ε).

Put k_z = ω/v, k² = q² + ω²/v² and d³k = 2πq dq dω/v. Because ε(−ω) = ε*(ω), the real part of 1/ε gives an odd integrand and drops out. The imaginary part gives i·i·Im(1/ε) = L, where L = Im(−1/ε) = ε2/|ε|² is the loss function. The numerical factor is 4π·2π/(8π³) = 1/π, and the two signs of ω contribute equally, so

−F_z = (2e²/πv²) ∫₀^∞ ωL dω ∫ q dq/(q² + ω²/v²).

This is the energy lost per unit length, that is, the integral of E times the probability per unit energy and length. With ω dω = E dE/ħ², and with the q integral up to q_c equal to ½ ln(1 + q_c²v²/ω²), the spectrum per incident electron in the single-scattering limit is

S(E) = P t L(E) ln(1 + θc²/θE²),
P = α/(πβ²ħc), β = v/c, θE = E/(γmv²).

The last relation follows from q = γmvθ/ħ at small angles. At 60 keV, P = 5.912×10⁻⁵ (eV nm)⁻¹ and γmv² = 113.7 keV. At the loss peak, 16 eV, θE = 0.1407 mrad, the logarithm is ln(1 + 35.5²) = 7.14, and

S = 5.912×10⁻⁵ × 40 × 3.051 × 7.14 = 0.0515 eV⁻¹.

The prefactor can be tested without dielectric theory. A free electron at impact parameter b receives the momentum 2e²/(bv), hence the energy 2e⁴/(mv²b²). With N electrons per volume, the loss per length and per unit of ln b is 2πb²N times this, or 4πNe⁴/(mv²). The dielectric formula gives 2P∫E L dE per unit of ln q. With Ep² = 4πNe²ħ²/m, the two numerical evaluations both give 0.03640 eV/nm.

**What the spectrum leaves open**

Dividing S by the logarithm leaves

J(E) = K L(E), K = P t.

The division matters: between 2 and 100 eV the logarithm falls from 11.3 to 3.5, so leaving it in would distort the shape of L. What remains unknown is the constant K, because the thickness is unknown.

The missing real part of 1/ε comes from causality. The function χ = 1/ε − 1 gives the potential induced by an external charge. It has no singularities in the upper half of the complex energy plane and vanishes at high energy. For the oscillator this is visible directly: with D = E0² − E² − iΓE, ε = (D + Ep²)/D, so

1/ε = 1 − Ep²/(E_L² − E² − iΓE), E_L² = E0² + Ep² = 260 eV².

The poles lie below the real axis, and L peaks near E_L = 16.1 eV, not at the absorption energy of 8 eV.

Closing the contour in the upper half plane and passing the pole on the real axis by a half circle gives

P∫ χ(E′)/(E′ − E) dE′ = iπχ(E), over all real E′,

where P before an integral sign denotes the principal value. The imaginary part of this equation reads P∫ Im χ/(E′ − E) dE′ = π Re χ(E). Since Im χ = −L is odd, the negative half-axis folds onto the positive one through 1/(E′ − E) + 1/(E′ + E) = 2E′/(E′² − E²):

Re[1/ε(E)] = 1 − (2/π) P∫₀^∞ E′L(E′)/(E′² − E²) dE′.

At E = 0 this becomes a condition on the area under L/E:

1 − Re[1/ε(0)] = (2/π)∫₀^∞ L dE/E.

Replacing L by J/K then fixes K, provided the left side is known. The naive choice is the static permittivity, since the condition is written at zero energy. That choice produced the wrong sign at 5 eV.

**Why the static permittivity is the wrong zero-energy value**

The sum over L/E runs over all losses, including phonons far below the first usable channel of an ordinary spectrum. Take an energy Ei above the phonons and below the electronic transitions, where ε is nearly the electronic value ε∞. In the transform at Ei, the phonon part has E′ ≪ Ei and contributes about −(2/π)∫E′L dE′/Ei², which is small. The electronic part has E′ ≫ Ei and reduces to the integral of L/E′. Therefore

electronic part: (2/π)∫ L dE/E ≈ 1 − 1/ε∞,
phonon part: (2/π)∫ L dE/E ≈ 1/ε∞ − 1/ε(static).

The second line is the total minus the first. A phonon oscillator that raises the model's zero-energy permittivity from 4.06 to 20.06 was used to test this. Splitting the integral at 0.5 eV gives 0.7504 and 0.1998, against the predicted 0.7538 and 0.1963. The shift of about 0.0035 is close to (2/π) × 0.0116 × 0.5 = 0.0037, the contribution of the oscillator's own absorption tail below 0.5 eV, where L ≈ (Ep²Γ/E_L⁴)E = 0.0116 E with E in eV.

An electronic spectrum must therefore be scaled with the electronic index n, extrapolated to zero energy from the transparent range above the phonons:

K = (2/π)∫ J dE/E ÷ (1 − 1/n²).

Here n = 2.0156 and 1 − 1/n² = 0.7538.

**How a scale error spreads**

Suppose the assumed value of 1 − 1/n² is too large by the factor 1 + η. Then K is too small by that factor, and L too large. The transform is linear, so the whole of 1/ε − 1 is multiplied by 1 + η:

1/ε′ = 1 + (1 + η)(1 − ε)/ε = [ε + (1 + η)(1 − ε)]/ε = [1 − η(ε − 1)]/ε,

ε′ = ε/[1 − η(ε − 1)].

For small η the relative error is η(ε − 1). It is largest where the material polarises most strongly, and small where ε is near 1. In the static case 1 + η = 0.9502/0.7538, so η = 0.260. At 5 eV, ε = 4.979 + 2.041i, and the denominator is −0.036 − 0.531i. Dividing gives ε1′ = −4.46, close to the −4.43 of the numerical inversion. The sign of ε1′ is that of Re(1/ε′) = (1 + η)Re(1/ε) − η, which turns negative once η exceeds Re(1/ε)/[1 − Re(1/ε)]. At 5 eV, Re(1/ε) = 0.172, so the sign flips at η = 0.208, before the real part of the denominator reaches zero at η = 0.251. A small-error estimate would have missed this.

For an index error δn, differentiating 1 − 1/n² gives

η ≈ 2(δn/n)/(n² − 1).

An index 2 % too high gives η ≈ 1.3 % (1.27 % without linearising). The oscillator's largest |ε − 1| is Ep²/[Γ√(E0² − Γ²/4)] = 6.33, so an error near 8 % is expected. The inversion gives 7.92 %. This and all later percentages for ε are the largest value of |δε|/|ε| between 3 and 30 eV.

**An index measured at a laser line**

A refractive index is measured at some photon energy En, not at zero. At 633 nm, or 1.959 eV, the model has n = 2.053. Inserting this into the zero-energy condition makes 1 − 1/n² too large by 1.2 %, and the resulting error is 7.3 %. The remedy is to impose the dispersion relation where the index was measured:

K = (2/π) P∫ E′J/(E′² − En²) dE′ ÷ (1 − 1/n²).

The error falls to 1.3 %. What remains comes mainly from assuming transparency. With an extinction coefficient k, ε = (n + ik)² and

Re(1/ε) = (n² − k²)/(n² + k²)².

The model has k = 0.10 at this energy, which changes 1 − Re(1/ε) by 0.23 %. Multiplied by 6.33 this is about 1.4 %. If k is known, this expression should replace 1/n².

**Turning the integral into a sum**

Three numerical difficulties remain: the pole at E′ = E, the missing low energies and the missing high energies.

On a uniform grid of spacing h, the integral at grid point i is evaluated from points j whose distance from i is an odd number of steps:

P∫ E′J/(E′² − Ei²) dE′ ≈ 2h Σ_j w_j E_jJ_j/(E_j² − Ei²), i − j odd.

The points nearest the pole lie at equal distances on both sides, so the odd singular part cancels. The factor 2h is the spacing of the points in use. The weight w_j is 1, except for ½ at an end point of the grid when that point is in the sum.

Below the first usable channel E1 = 2 eV, where the zero-loss peak would hide the signal, J is continued as J(E1)E/E1, the lowest-order form of an odd function. For a material whose gap is at least E1, zero is used there instead.

Above the last channel Em = 100 eV, the oscillator has L ≈ Ep²Γ/E³. With J = A/E′³ and A matched at Em, the identity 1/[E′²(E′² − E²)] = (1/E²)[1/(E′² − E²) − 1/E′²] gives the remainder in closed form:

A∫ dE′/[E′²(E′² − E²)] = (A/E²){(1/2E) ln[(Em + E)/(Em − E)] − 1/Em}, from Em to ∞.

Expanding the logarithm for small E gives A/(3Em³) at E = 0. The form diverges as E approaches Em, so results are kept only up to 60 eV. It also assumes that no new excitation edge begins above Em.

The order of work is then: remove the zero-loss peak and multiple scattering, divide by the aperture logarithm, add the two continuations, apply the sum, fix K from n, and finally form

ε = 1/[Re(1/ε) − iL], t = K/P.

**What the inversion returns**

With h = 0.05 eV and the zero-energy index, K = 2.3657×10⁻³ eV⁻¹, so t = 2.3657×10⁻³/5.9118×10⁻⁵ = 40.02 nm. At 8 eV the recovered permittivity is 1.015 + 6.123i, against 1.000 + 6.125i. The largest relative error is 0.26 %.

This residue can be traced. At 2 eV the true L is 3 % above its initial straight line, so the linear continuation adds about 3×10⁻⁴ to an integral of 0.754. That makes K, and hence t, too large by 0.04 %, or 0.016 nm, as found. It also means η = −0.0004, and 0.0004 × 6.33 gives 0.25 %, close to the 0.26 % found. Adding a second oscillator at 40 eV to the dielectric leaves the largest error at 0.28 %, so the success does not depend on there being one oscillator.

Ending the data at 50 eV with no tail gives 0.19 %, slightly better than the full procedure. The thickness error meanwhile changes sign, to 39.94 nm: the missing losses act against the excess at low energy. This cancellation belongs to the example and is no reason to omit the tail.

Counting noise acts through δε = −ε² δ(1/ε), which amplifies errors where ε is large. One random draw with 10⁸ zero-loss electrons gives an error of 2.2 %.

**When the spectrum is not a bulk spectrum**

The inversion accepts any spectrum and returns a causal-looking answer. Each effect below was therefore added separately to the ideal spectrum, with the correct index retained.

Multiple scattering comes first. For independent losses of mean number m = t/λ, where λ is the mean free path for losses within the aperture, the Poisson probabilities of one and two losses relative to none are m and m²/2. If the aperture's effect on the combined deflection of two losses is neglected, the double-loss spectrum is thus half the convolution of S with itself. Here m = 0.298, so there are 0.15 double losses per single one. Leaving the double losses in gives t = 43.5 nm and an error of 23 %, reached at 30 eV, the upper end of the range examined. They can be removed because, relative to the zero-loss peak, the Fourier transform of the full spectrum is exp(s), with s the transform of S. Its logarithm returns s.

Surfaces are not removed by that step. Consider one face, with κ = ω/v and unit external potential. Outside, φ = exp(iκz) + B exp(qz); inside, φ = exp(iκz)/ε + C exp(−qz). Continuity of φ and of ε∂φ/∂z gives

1 + B = 1/ε + C, B = −εC, so C = (ε − 1)/[ε(ε + 1)].

The loss is minus the imaginary part of the induced potential integrated against exp(−iκz), which for the bulk is tL. The entrance face contributes B/(q − iκ) + C/(q + iκ), and the exit face the same with κ reversed. Together they give (B + C)·2q/(q² + κ²), so for qt ≫ 1

tL → tL + [2q/(q² + κ²)] · {4 Im[−1/(ε + 1)] − L}.

The added term does not grow with t, so its share falls as 1/t in thick films. Since Im[−1/(ε + 1)] = ε2/|ε + 1|², it adds loss wherever |ε + 1| < 2|ε|. This covers the region near ε = −1 and also the low-energy range where ε is large. It removes some loss at the bulk peak, where |ε| is small. For the 40 nm film, the slab solution with both faces coupled gives an error of 25 % and t = 42.8 nm. Surface loss must therefore be subtracted, for instance by computing it from the recovered ε and t and repeating the inversion. The convergence of that iteration was not examined here.

Retardation is the third effect. It is estimated here with the loss per unit length in an unbounded medium. In a film as thin as 40 nm the faces also change the retarded loss, so the numbers below show the size of the effect and are not exact values for the film. With the faces included, the error due to retardation is about 15 % at 60 keV and about 44 % at 200 keV, against the 12 % and 61 % found below. With the vector potential included, the longitudinal field acquires the factor 1/ε − β², and k² becomes k² − εω²/c². The loss integrand changes as

L/(q² + ω²/v²) → Im{−(1/ε − β²)/[q² + (ω²/v²)(1 − εβ²)]}.

For real ε with εβ² > 1, the denominator vanishes at some q and loss survives although L = 0. The half-residue there gives πP(β² − 1/ε) = (α/ħc)[1 − 1/(εβ²)] per energy and length, the Cherenkov yield. At 200 keV the largest ε1β² is 2.46. The spectrum at 4 eV is 2.18 times its unretarded value, and the error in ε reaches 61 %. At 60 keV the largest ε1β² is 1.01, barely at threshold, yet the error is still 12 %. The loss at 4 eV is raised by 14 % although ε1β² < 1 there, because a small 1 − εβ² already enhances small-angle loss. At 40 keV, where the largest ε1β² is 0.71, the same estimate still gives an error of 6 %. In this model, staying below the Cherenkov threshold is thus not enough for accuracy at the level of a few per cent.

**Beside a real high-k film**

The parameters lie roughly in the regime of hafnium dioxide, with an index near 2 and a loss peak near 16 eV. Three features are far from such an oxide. The model has no true gap, so its k = 0.10 at 633 nm is much too large; it has no semicore excitations; and its peak value L = 3.05 is too high and narrow. The percentages above therefore indicate sizes for this model and are not corrections to apply to data. The assumption of a pure bulk spectrum needs checking in a thin specimen: in this example surfaces move ε by up to 25 %, and the unbounded-medium estimate of retardation at 60 keV moves it by 12 %, a figure that the faces of a thin film can raise.

The effect of neglecting the wavevector dependence of ε was not tested by inversion. If the loss peak shifts by an amount of the order of the recoil energy ħ²q²/2m, the scale of the shift is the mean of this energy within the aperture, 0.22 eV at the loss peak, against a linewidth of 4 eV. A gate layer a few nanometres thick, viewed in cross-section, poses a harder problem. The field of the passing electron extends sideways over about v/ω = 5.5 nm at 16 eV, so the neighbouring materials contribute to the loss. That contribution was not computed. For such a layer, a thicker film of the same material is the safer source of ε, provided that its structure and composition are the same. Thickness reduces only the share of the surfaces: the retardation error remains, and multiple scattering grows with t and must still be removed. The numerical output lists the recovered values and the error for each disturbance.

Computed results

```
Oscillator E0, Ep, Gamma: 8.0, 14.0, 4.0 eV
Film thickness put in: 40.0 nm
Collection angle: 5.0 mrad
Data: 2.0 to 100.0 eV, step 0.05 eV
v/c at 60 keV: 0.4462; at 200 keV: 0.6953
gamma m v^2 at 60 keV: 113.70 keV
Prefactor P at 60 keV: 5.9118e-05 1/(eV nm)
Zero-energy index n: 2.0156; 1-1/n^2: 0.7538
Loss peak: 16.00 eV, L = 3.051
theta_E at loss peak: 0.1407 mrad
S at loss peak: 0.05152 1/eV
Scale K = P t recovered: 2.36569e-03 1/eV
Thickness recovered: 40.016 nm
E (eV): eps true | eps recovered (dimensionless)
  3: 4.4017 +0.7422i | 4.3953 +0.7397i
  5: 4.9792 +2.0406i | 4.9727 +2.0331i
  8: 1.0000 +6.1250i | 1.0152 +6.1225i
 12: -0.8015 +1.0809i | -0.8016 +1.0820i
 16: 0.0813 +0.3062i | 0.0813 +0.3064i
 25: 0.6614 +0.0604i | 0.6615 +0.0604i
Errors below: largest |d eps|/|eps| from 3 to 30 eV
Main inversion: 0.256 %
Two-oscillator dielectric: 0.279 %
Stopping per log q: 3.64022e-02 eV/nm
Same from binary collisions: 3.64022e-02 eV/nm
Index 2 % high: eta = 1.268 %, error 7.92 %
633 nm photon: 1.9587 eV
Index there: n = 2.0528, k = 0.1016
That n used at E = 0: error 7.29 %
That n used at its energy: error 1.29 %
Static permittivity with phonons: 20.062
Sum of L/E, phonon part (<0.5 eV): 0.1998
Sum of L/E, electronic part: 0.7504
Static normalisation: eps1(5 eV) = -4.43
Static normalisation: thickness 31.75 nm
retardation, 60 keV: 12.19 %, t = 40.59 nm
retardation, 200 keV: 60.74 %, t = 45.03 nm
two film surfaces: 25.03 %, t = 42.84 nm
double scattering kept: 22.86 %, t = 43.52 nm
no data or tail above 50 eV: 0.19 %, t = 39.94 nm
noise, 1e8 zero-loss electrons: 2.21 %, t = 39.99 nm
Largest eps1: 5.083
eps1 (v/c)^2 max, 60 keV: 1.012
eps1 (v/c)^2 max, 200 keV: 2.458
Retarded/unretarded S at 4 eV, 60 keV: 1.136
Retarded/unretarded S at 4 eV, 200 keV: 2.176
Mean number of losses t/lambda: 0.298
Mean recoil energy in aperture: 0.221 eV
Length v/omega at loss peak: 5.50 nm
```
